# Exact barrier of a tilted cosine and its quadratic field correction, part 1

(Sections cited here and not found follow in the second part.)

## 1. The barrier and its expansion in the field

### What symmetry fixes

An ion hops between equivalent sites a distance \(a\) apart. Without a field the barrier between neighbouring sites is \(E_0\). A uniform force \(F\) acts along the hop. From these three quantities one dimensionless ratio can be formed, \(Fa/E_0\), so for a fixed shape of the energy profile the forward barrier must have the form

\[
B(F)=E_0\,\phi\!\left(\frac{Fa}{E_0}\right),\qquad \phi(0)=1 .
\]

Symmetry says more. Let the profile be periodic, with one well per period, and mirror-symmetric about each well bottom. Let \(B(F)\) be the climb from a well to the saddle on its right. Reversing the force and then reflecting the axis about the well bottom turns the right saddle into the left one. Hence \(B(-F)\) equals the climb to the left saddle under the original force \(F\), which is the barrier of the reverse hop.

The left and right saddles of one well are separated by exactly one period. The periodic energy is the same at both, while the energy \(-Fx\) of the uniform force is higher at the left saddle by \(Fa\). Therefore

\[
B(-F)-B(F)=Fa .
\]

Split \(B\) into its even and odd parts in \(F\). The odd part is \([B(F)-B(-F)]/2=-Fa/2\), so

\[
B(F)=E_0-\frac{Fa}{2}+\delta(F),\qquad \delta(-F)=\delta(F),\qquad \delta(0)=0 .
\]

The familiar linear lowering is thus the whole odd part of the barrier for any profile with this symmetry. Whatever corrects it is even in the field. If \(B\) is smooth at \(F=0\), the correction starts at order \(F^2\) or higher. The coefficient requires the profile. The sign of the quadratic term does not: the curvature argument below shows that it is positive for any rigid profile with a smooth, curved well bottom and saddle.

### Model and conventions

The algebra is in atomic units, in which the elementary charge, the reduced Planck constant, the electron mass and \(4\pi\varepsilon_0\) equal one. The ion has charge number \(z\), and the macroscopic field along the path is \(\mathcal E\), so \(F=z\mathcal E\). The axis is chosen so that \(F\ge 0\) for the forward hop. The profile is a cosine:

\[
U(x)=\frac{E_0}{2}\left(1-\cos kx\right)-Fx,\qquad k=\frac{2\pi}{a}.
\]

At \(F=0\) the wells lie at \(x=0,\pm a,\dots\) with energy zero, and the saddles lie halfway between them with energy \(E_0\). The prefactor \(E_0/2\) is therefore the one that makes \(E_0\) the full barrier.

Three assumptions enter. The cosine is rigid, meaning that the field does not reshape it. The charge is constant along the path. One coordinate describes the motion.

### Stationary points

The well bottom and the saddle satisfy \(U'(x)=0\):

\[
\frac{E_0k}{2}\sin kx-F=0
\quad\Longrightarrow\quad
\sin kx=\frac{2F}{E_0k}=\frac{Fa}{\pi E_0}\equiv f .
\]

The last step uses \(k=2\pi/a\). The reduced force \(f\) compares \(F\) with the steepest slope of the untilted cosine, \(E_0k/2=\pi E_0/a\). Real solutions exist for \(0\le f\le 1\). Within one period they are

\[
kx_m=\arcsin f,\qquad kx_s=\pi-\arcsin f .
\]

The second derivative tells them apart:

\[
U''(x)=\frac{E_0k^2}{2}\cos kx .
\]

For \(f<1\) the cosine is \(+\sqrt{1-f^2}\) at \(x_m\), a minimum, and \(-\sqrt{1-f^2}\) at \(x_s\), a maximum. Between the two points \(\sin kx>f\), so \(U'>0\) and the ion climbs all the way. From \(x_s\) to the next minimum \(\sin kx<f\), so it descends. The difference \(U(x_s)-U(x_m)\) is therefore the complete barrier of the forward hop.

### The exact barrier

The periodic part of the energy contributes

\[
\frac{E_0}{2}\left(1+\sqrt{1-f^2}\right)-\frac{E_0}{2}\left(1-\sqrt{1-f^2}\right)=E_0\sqrt{1-f^2}.
\]

The force contributes \(-F(x_s-x_m)\), where

\[
x_s-x_m=\frac{\pi-2\arcsin f}{k}=\frac{2\arccos f}{k}=\frac{a}{\pi}\arccos f ,
\]

because \(\arccos f=\pi/2-\arcsin f\). Inserting \(F=\pi E_0f/a\) turns this contribution into \(-E_0f\arccos f\). The sum is

\[
\boxed{B(F)=E_0\left[\sqrt{1-f^2}-f\arccos f\right],\qquad f=\frac{Fa}{\pi E_0},\quad 0\le f\le1 .}
\]

To separate the linear law, write \(\arccos f=\pi/2-\arcsin f\) once more. The term \(-E_0\pi f/2\) equals \(-Fa/2\), as symmetry demanded. What remains is

\[
\delta(F)=E_0\left[\sqrt{1-f^2}+f\arcsin f-1\right].
\]

This expression is even in \(f\), since \(f\) and \(\arcsin f\) change sign together.

### Sign and size of the correction

Differentiate the bracket in \(\delta\):

\[
\frac{d}{df}\left[\sqrt{1-f^2}+f\arcsin f\right]
=-\frac{f}{\sqrt{1-f^2}}+\arcsin f+\frac{f}{\sqrt{1-f^2}}=\arcsin f .
\]

Since \(\delta\) vanishes at \(f=0\), integration gives

\[
\delta(F)=E_0\int_0^f\arcsin g\,dg .
\]

The integrand is positive for \(0<g\le1\). Hence \(\delta>0\) for every \(0<f\le1\), not just for weak fields: within this model the true barrier lies above the linear estimate.

For the expansion, start from the binomial series

\[
\frac{d}{dg}\arcsin g=(1-g^2)^{-1/2}=1+\frac{g^2}{2}+\frac{3g^4}{8}+\dots
\]

Its coefficients are all positive, because each follows from the previous one through the factor \((2n-1)/(2n)\). Integrating once gives \(\arcsin g=g+g^3/6+3g^5/40+\dots\), and integrating again gives

\[
\frac{\delta}{E_0}=\frac{f^2}{2}+\frac{f^4}{24}+\frac{f^6}{80}+\dots
\]

In terms of the force, the leading correction is

\[
\boxed{\delta(F)=\frac{F^2a^2}{2\pi^2E_0}+O(F^4).}
\]

The factor \(2\pi^2\) is traced as follows: one factor of 2 comes from \(f^2/2\), and \(\pi^2\) comes from the square of \(f=Fa/(\pi E_0)\).

Positive coefficients also yield error bounds. The ratio \(\delta/(E_0f^2)\) increases with \(f\), from \(1/2\) at \(f\to0\) to its value \(\pi/2-1\) at \(f=1\). Thus

\[
\frac12\le\frac{\delta}{E_0f^2}\le\frac{\pi}{2}-1 .
\]

The same reasoning applied to the remainder divided by \(f^4\) gives

\[
\frac{f^4}{24}\le\frac{\delta}{E_0}-\frac{f^2}{2}\le\frac{\pi-3}{2}f^4 .
\]

These errors are measured against \(E_0\). Relative to the barrier itself the quadratic form fails close to \(f=1\): there it gives \(E_0(1-\pi/2+1/2)=E_0(3-\pi)/2\), which is negative, while the exact barrier is zero.

### Why the barrier falls more slowly than linearly

The sign has a geometric cause. Differentiate \(B=U(x_s)-U(x_m)\) with respect to \(F\). The stationary points move, but \(U'=0\) at both, so their motion contributes nothing at first order. What is left is the explicit dependence of \(-Fx\):

\[
\frac{dB}{dF}=-(x_s-x_m)=-\frac{a}{\pi}\arccos f .
\]

The slope is minus the distance from well to saddle. At zero field this distance is \(a/2\). As the force grows, the well bottom moves forward and the saddle moves back, so the force acts over a shorter climb. The linear law keeps the distance at \(a/2\) and so overstates the work done by the field, by \(E_0f\arcsin f\approx E_0f^2\). It also overstates the climb in the periodic energy, by \(E_0(1-\sqrt{1-f^2})\approx E_0f^2/2\). The first excess is the larger, and the difference between the two is \(\delta\).

The argument extends to any smooth well and saddle. Let their positions at \(F=0\) be \(x_m^0\) and \(x_s^0\), and let the curvatures there be \(\kappa_m>0\) and \(-\kappa_s<0\). Near the well, with displacement \(u=x-x_m^0\), the energy beyond its value at \(u=0\) is

\[
\frac{\kappa_m u^2}{2}-Fu .
\]

It is stationary at \(u=F/\kappa_m\), where it equals \(-F^2/(2\kappa_m)\). Near the saddle, with \(u=x-x_s^0\), the corresponding energy is

\[
-\frac{\kappa_s u^2}{2}-Fu .
\]

It is stationary at \(u=-F/\kappa_s\), where it equals \(-F^2/(2\kappa_s)+F^2/\kappa_s=+F^2/(2\kappa_s)\). Cubic terms of the profile change these energies at order \(F^3\). Subtracting well from saddle gives

\[
B(F)=B(0)-F(x_s^0-x_m^0)+\frac{F^2}{2}\left(\frac1{\kappa_m}+\frac1{\kappa_s}\right)+O(F^3).
\]

Relative to the frozen positions, the relaxed well is lower and the relaxed saddle is higher. Both changes raise the barrier. For the cosine,

\[
\kappa_m=\kappa_s=\kappa_0=\frac{E_0k^2}{2}=\frac{2\pi^2E_0}{a^2},
\]

and the quadratic term becomes \(F^2/\kappa_0=F^2a^2/(2\pi^2E_0)\), in agreement with the series. Well and saddle supply half each. A sharper well or saddle moves less and gives a smaller correction.

### Strong fields

The linear law predicts a vanishing barrier at \(F=2E_0/a\), that is, at \(f=2/\pi\). The exact barrier there is

\[
E_0\left[\sqrt{1-\frac{4}{\pi^2}}-\frac{2}{\pi}\arccos\frac{2}{\pi}\right]>0 ,
\]

which is 0.21 eV when \(E_0=1\) eV. The barrier vanishes only at \(f=1\), where \(F=\pi E_0/a\) and the minimum merges with the saddle. For \(f>1\), \(U'<0\) everywhere and there is no well to hop from.

Since \(dB/df=-E_0\arccos f\) and \(B=0\) at \(f=1\),

\[
B=E_0\int_f^1\arccos g\,dg .
\]

Close to the upper limit put \(g=1-\eta\). From \(\cos\theta\approx1-\theta^2/2\) follows \(\arccos g\approx\sqrt{2\eta}\), and therefore

\[
B\approx E_0\int_0^{1-f}\sqrt{2\eta}\,d\eta=\frac{2\sqrt2}{3}E_0(1-f)^{3/2}.
\]

### Numerical tests of the barrier

The following tests used \(E_0=1\) eV and \(a=3\) angstrom. At \(f=0.05\), 0.3, 0.6 and 0.95, the largest energy on the climb minus the lowest energy in the well, both found by a grid search, agreed with the exact formula within \(10^{-8}\) eV. At 49 values of \(f\) from 0.02 to 0.98, barriers from numerically located stationary points all lay above the linear law.

The curvature formula was tested on an asymmetric profile, made by adding \(0.05E_0(1-\cos2kx+\sin2kx)\) to the cosine. Its well and saddle curvatures differ by more than 20 percent. The second difference of the barrier, taken with forces of \(\pm0.001\) eV/angstrom, agreed with \(1/\kappa_m+1/\kappa_s\) within one part in a thousand.

## 2. Hopping rates, a worked example and the limits of the model

The symbols carried over are the zero-field barrier \(E_0\), the period \(a\), the force \(F=z\mathcal E\) and the reduced force \(f=Fa/(\pi E_0)\). The forward barrier is \(B=E_0-Fa/2+\delta\), with \(\delta=E_0[\sqrt{1-f^2}+f\arcsin f-1]\approx E_0f^2/2\). The reverse barrier is \(B+Fa\). The curvature at the bottom of the well is \(\kappa=\kappa_0\sqrt{1-f^2}\), with \(\kappa_0=2\pi^2E_0/a^2\).

### From the barrier to the drift rate

Let \(M\) be the moving mass, \(T\) the temperature and \(k_B\) the Boltzmann constant. Classical transition-state theory assumes thermal equilibrium within the well and counts each outward crossing of a saddle as a completed hop. The ion is also assumed to settle in the neighbouring well before hopping again.

The forward rate is the probability density at the saddle times the mean outward velocity. For a Maxwell distribution the latter is

\[
\sqrt{\frac{M}{2\pi k_BT}}\int_0^\infty v\,e^{-Mv^2/2k_BT}\,dv=\sqrt{\frac{k_BT}{2\pi M}} .
\]

The density at the saddle is \(e^{-U(x_s)/k_BT}\) divided by the integral of \(e^{-U/k_BT}\) over the well. If \(k_BT\ll B\), that integral comes mostly from the bottom, where the energy is nearly harmonic:

\[
\int e^{-U/k_BT}dx\approx e^{-U(x_m)/k_BT}\sqrt{\frac{2\pi k_BT}{\kappa}} .
\]

The temperature cancels from the prefactor, leaving

\[
\Gamma_+=\nu\,e^{-B/k_BT},\qquad
\nu=\frac{1}{2\pi}\sqrt{\frac{\kappa}{M}}=\nu_0(1-f^2)^{1/4},\qquad
\nu_0=\frac{1}{2\pi}\sqrt{\frac{\kappa_0}{M}} .
\]

The reverse hop starts from the same well and so has the same \(\nu\), with barrier \(B+Fa\). The two barriers are \(E_0+\delta\mp Fa/2\). The net forward rate is

\[
\Gamma=\nu e^{-(E_0+\delta)/k_BT}\left(e^{Fa/2k_BT}-e^{-Fa/2k_BT}\right),
\]

or

\[
\boxed{\Gamma=2\nu_0(1-f^2)^{1/4}\,e^{-(E_0+\delta)/k_BT}\,\sinh\frac{Fa}{2k_BT}.}
\]

The drift velocity of an isolated ion is \(a\Gamma\). Because \(\delta\) is even in the field, it slows both directions by the same factor \(e^{-\delta/k_BT}\) and leaves their ratio \(e^{Fa/k_BT}\) untouched.

### Weak-field behaviour

The correction does not undo the usual rise of mobility with field in the regime \(k_BT\ll E_0\). Let \(y=Fa/(2k_BT)\) and \(\tau=k_BT/E_0\). Then \(f=2\tau y/\pi\), and to second order in \(y\)

\[
\frac{\sinh y}{y}\approx1+\frac{y^2}{6},\qquad
\frac{\delta}{k_BT}\approx\frac{f^2}{2\tau}=\frac{2\tau y^2}{\pi^2},\qquad
(1-f^2)^{1/4}\approx1-\frac{\tau^2y^2}{\pi^2}.
\]

The ratio of the drift velocity to its linear-response value is therefore, within the harmonic rate formula,

\[
1+y^2\left(\frac16-\frac{2\tau}{\pi^2}-\frac{\tau^2}{\pi^2}\right)+O(y^4).
\]

For small \(\tau\) the bracket is positive. The sinh law still bends the velocity upwards, though by slightly less than it would with linear barrier lowering.

For the rigid cosine, the exact barrier lies above the linear estimate by \(\delta\approx E_0f^2/2\), which slows forward and reverse hops by the same factor \(e^{-\delta/k_BT}\). What remains is to put numbers to this correction for an oxygen vacancy in hafnium oxide and to compare it with the effects the model leaves out.
